# The Oliveira-Gross-Kohn Theorem at Finite Temperature, with the Nuclear Density: verification in Python

```python
"""
Result under test: at fixed temperature T > 0 the electron density n, the
anomalous density chi_ij = <c_i,up c_j,down> and the nuclear density Gamma(x)
determine the potentials v - mu, Delta and W (W up to a constant) in
  K = K_fixed + sum_i (v_i - mu) n_i
      - sum_ij [conj(Delta_ij) c_i,up c_j,down + h.c.] + W(x).
K_fixed holds kinetic energies and interactions.  The test system has two
electron sites and one quantum nucleus on six grid points.
Energies are in meV, lengths in angstrom.  S(a|b) is the relative entropy
Tr a (ln a - ln b).  Sets A and B are two different choices of potentials.
"""
import numpy as np
from scipy import constants as sc

MEV = 1e-3 * sc.e
temperature = 300.0
kT = sc.k * temperature / MEV
rng = np.random.default_rng(7)


def annihilators(count):
    """Fermion annihilation matrices; basis state 0 is the vacuum."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for mode in range(count):
        op = np.eye(1)
        for k in range(count):
            factor = sign if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def show(label, values, digits=4):
    items = " ".join(f"{z:.{digits}f}" for z in np.ravel(values))
    print(f"{label}: {items}")


# ---------- one site without interaction: inversion in closed form ----------
up1, down1 = annihilators(2)
number1 = up1.T @ up1 + down1.T @ down1
pair1 = up1 @ down1


def one_site(xi, delta, ground=False):
    K = xi * number1 - (np.conj(delta) * pair1 + delta * pair1.T)
    E, V = np.linalg.eigh(K)
    p = np.exp(-(E - E[0]) / kT)
    if ground:
        p = np.array([1.0, 0.0, 0.0, 0.0])
    rho = (V * (p / p.sum())) @ V.conj().T
    return np.trace(rho @ number1).real, np.trace(rho @ pair1)


xi1, delta1 = 30.0, 24.0 + 32.0j
n1, chi1 = one_site(xi1, delta1)
R1 = np.sqrt((1 - n1) ** 2 + 4 * abs(chi1) ** 2)
E1 = 2 * kT * np.arctanh(R1)
xi_back, delta_back = E1 * (1 - n1) / R1, 2 * E1 * chi1 / R1
assert abs(xi_back - xi1) < 1e-9 and abs(delta_back - delta1) < 1e-9
n1_zero, chi1_zero = one_site(xi1, delta1, ground=True)
n1_double, chi1_double = one_site(2 * xi1, 2 * delta1, ground=True)
assert abs(n1_zero - n1_double) < 1e-12
assert abs(chi1_zero - chi1_double) < 1e-12
n1_hot, chi1_hot = one_site(2 * xi1, 2 * delta1)
assert abs(n1_hot - n1) > 1e-2 and abs(chi1_hot - chi1) > 1e-2

# ---------- two sites and one nucleus ----------
hop, U, V12, coupling = 50.0, 100.0, 30.0, 200.0
mass_u, spacing, points = 10.0, 0.1, 6
x = (np.arange(points) - 2.5) * spacing
kin = sc.hbar**2 / (2 * mass_u * sc.atomic_mass * (spacing * 1e-10) ** 2) / MEV
T_nuc = kin * (2 * np.eye(points) - np.eye(points, k=1) - np.eye(points, k=-1))

c = annihilators(4)
for a in range(4):
    for b in range(4):
        assert np.allclose(c[a] @ c[b] + c[b] @ c[a], 0)
        assert np.allclose(c[a] @ c[b].T + c[b].T @ c[a], np.eye(16) * (a == b))
up, down = c[:2], c[2:]


def electron(op):
    return np.kron(op, np.eye(points))


n_up = [a.T @ a for a in up]
n_down = [a.T @ a for a in down]
n_site = [n_up[i] + n_down[i] for i in range(2)]
hopping = sum(s[0].T @ s[1] + s[1].T @ s[0] for s in (up, down))
free_part = electron(-hop * hopping) + np.kron(np.eye(16), T_nuc)
repulsion = U * sum(n_up[i] @ n_down[i] for i in range(2))
repulsion = repulsion + V12 * n_site[0] @ n_site[1]
K_fixed = free_part + electron(repulsion)
K_fixed = K_fixed + coupling * np.kron(n_site[0] - n_site[1], np.diag(x))

pairs = [electron(up[i] @ down[j]) for i in range(2) for j in range(2)]
projectors = [np.kron(np.eye(16), np.diag(row)) for row in np.eye(points)]
# potentials are ordered as v (2), Re Delta (4), Im Delta (4), W (6)
OPS = np.array([electron(m) for m in n_site]
               + [-(P + P.T) for P in pairs]
               + [1j * (P - P.T) for P in pairs]
               + projectors, dtype=complex)
dim = OPS.shape[1]
reference = 12                       # W is zero at the third grid point
free_all = np.array([k for k in range(16) if k != reference])


def pack(v, delta, W):
    d = np.ravel(np.asarray(delta, dtype=complex))
    return np.concatenate([v, d.real, d.imag, W]).astype(float)


def get_delta(lam):
    return lam[2:6] + 1j * lam[6:10]


def get_chi(values):
    return -(values[2:6] + 1j * values[6:10]) / 2


def thermal(fixed, lam):
    E, V = np.linalg.eigh(fixed + np.tensordot(lam, OPS, axes=1))
    w = np.exp(-(E - E[0]) / kT)
    p = w / w.sum()
    omega = E[0] - kT * np.log(w.sum())
    return omega, (V * p) @ V.conj().T, E, p, V


def means(rho):
    return np.einsum("kab,ba->k", OPS, rho).real


def response(E, p, V, values):
    """Kubo derivative of every mean value with respect to every potential."""
    rotated = V.conj().T @ OPS @ V
    dE = E[:, None] - E[None, :]
    close = abs(dE) < 1e-5
    ratio = np.where(close, -(p[:, None] + p[None, :]) / (2 * kT),
                     (p[:, None] - p[None, :]) / np.where(close, 1.0, dE))
    left = (rotated * ratio).reshape(len(OPS), -1)
    right = rotated.conj().reshape(len(OPS), -1)
    return (left @ right.T).real + np.outer(values, values) / kT


def relative_entropy(rho, sigma):
    p, A = np.linalg.eigh(rho)
    q, B = np.linalg.eigh(sigma)
    overlap = abs(A.conj().T @ B) ** 2
    p, q = p[:, None], q[None, :]
    return np.sum(overlap * (p * np.log(p / q) - p + q))


def invert(fixed, target, start, free):
    """Find potentials from densities by damped Newton steps."""
    lam = np.array(start, dtype=float)
    for _ in range(200):
        omega, rho, E, p, V = thermal(fixed, lam)
        values = means(rho)
        gradient = (values - target)[free]
        if np.max(abs(gradient)) < 1e-12:
            return lam
        H = response(E, p, V, values)[np.ix_(free, free)]
        step = -np.linalg.solve(H, gradient)
        step *= min(1.0, 100.0 / np.max(abs(step)))
        value, gain, scale = omega - lam @ target, gradient @ step, 1.0
        while True:
            trial = lam.copy()
            trial[free] += scale * step
            new = thermal(fixed, trial)[0] - trial @ target
            if new >= value + 1e-4 * scale * gain - 1e-10:
                break
            scale *= 0.5
        lam = trial
    raise AssertionError("inversion did not converge")


v_A, v_B = np.array([-60.0, -20.0]), np.array([-40.0, -30.0])
delta_A = np.array([[20, 8 + 4j], [2 - 6j, 10 + 10j]])
delta_B = np.array([[10, 0], [0, 15]], dtype=complex)
W_A = np.array([60.0, 20.0, 0.0, 5.0, 30.0, 80.0])
W_B = np.array([80.0, 40.0, 0.0, -20.0, 10.0, 50.0])
lam_A, lam_B = pack(v_A, delta_A, W_A), pack(v_B, delta_B, W_B)
omega_A, rho_A, E_A, p_A, V_A = thermal(K_fixed, lam_A)
omega_B, rho_B = thermal(K_fixed, lam_B)[:2]
dens_A, dens_B = means(rho_A), means(rho_B)
chi_direct = np.array([np.trace(rho_A @ P) for P in pairs])
assert np.allclose(chi_direct, get_chi(dens_A), atol=1e-12)

# potentials read off the difference of the two operators, state by state
dK = np.tensordot(lam_B - lam_A, OPS, axes=1)
for k in range(points):
    vacuum = np.kron(np.eye(16)[0], np.eye(points)[k])
    assert abs(vacuum @ dK @ vacuum - (W_B - W_A)[k]) < 1e-10
    for i in range(2):
        single = electron(up[i].T) @ vacuum
        expected = (W_B - W_A)[k] + (v_B - v_A)[i]
        assert abs(single @ dK @ single - expected) < 1e-10
        for j in range(2):
            double = electron(up[i].T @ down[j].T) @ vacuum
            expected = np.conj((delta_B - delta_A)[i, j])
            assert abs(vacuum @ dK @ double - expected) < 1e-10

# the only linear relation among the operators and unity is the constant in W
flat = np.vstack([OPS.reshape(16, -1), np.eye(dim).reshape(1, -1)])
gram = (flat.conj() @ flat.T).real
rank = np.linalg.matrix_rank(gram, tol=1e-8)
assert rank == 16

# Gibbs principle for states that are not of Gibbs form
K_A = K_fixed + np.tensordot(lam_A, OPS, axes=1)
for _ in range(3):
    X = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    trial_rho = X @ X.conj().T
    trial_rho = trial_rho / np.trace(trial_rho).real + rho_A
    trial_rho = trial_rho / np.trace(trial_rho).real
    q = np.linalg.eigvalsh(trial_rho)
    grand = np.trace(trial_rho @ K_A).real + kT * np.sum(q * np.log(q))
    assert grand > omega_A + 1e-3
    excess = kT * relative_entropy(trial_rho, rho_A)
    assert abs(grand - omega_A - excess) < 1e-6


# sum of the two relative entropies against the work of the potentials
def work_terms(lam1, lam2, dens1, dens2):
    product = (lam2 - lam1) * (dens2 - dens1)
    d_delta = get_delta(lam2) - get_delta(lam1)
    d_chi = get_chi(dens2) - get_chi(dens1)
    pairing = 2 * np.sum(d_delta.conj() * d_chi).real
    return -product[:2].sum(), pairing, -product[10:].sum()


S_AB = kT * relative_entropy(rho_A, rho_B)
S_BA = kT * relative_entropy(rho_B, rho_A)
work = work_terms(lam_A, lam_B, dens_A, dens_B)
assert S_AB > 0 and S_BA > 0
assert abs(S_AB + S_BA - sum(work)) < 1e-6
for _ in range(4):
    one, two = lam_A + rng.normal(size=16) * 20, lam_A + rng.normal(size=16) * 20
    r1, r2 = thermal(K_fixed, one)[1], thermal(K_fixed, two)[1]
    entropy_sum = kT * (relative_entropy(r1, r2) + relative_entropy(r2, r1))
    terms = work_terms(one, two, means(r1), means(r2))
    assert abs(entropy_sum - sum(terms)) < 1e-6

# derivatives of the grand potential and concavity
H_A = response(E_A, p_A, V_A, dens_A)
h = 0.01
for k in range(16):
    shift = h * np.eye(16)[k]
    plus, minus = thermal(K_fixed, lam_A + shift), thermal(K_fixed, lam_A - shift)
    assert abs((plus[0] - minus[0]) / (2 * h) - dens_A[k]) < 1e-6
    slope = (means(plus[1]) - means(minus[1])) / (2 * h)
    assert np.max(abs(slope - H_A[:, k])) < 1e-7
curvature = np.linalg.eigvalsh(H_A[np.ix_(free_all, free_all)])
assert curvature.max() < -1e-6
constant_W = np.concatenate([np.zeros(10), np.ones(points)])
assert np.max(abs(H_A @ constant_W)) < 1e-10

# universal functional and variational principle
q_B = np.linalg.eigvalsh(rho_B)
F_B = np.trace(rho_B @ K_fixed).real + kT * np.sum(q_B * np.log(q_B))
functional_B = F_B + lam_A @ dens_B
assert functional_B > omega_A
assert abs(functional_B - omega_A - S_BA) < 1e-6

# recover the potentials from the densities, from different starts
random_start = rng.normal(size=16) * 40
random_start[reference] = 0.0
recovery_error = 0.0
for start in (np.zeros(16), lam_B, random_start):
    found = invert(K_fixed, dens_A, start, free_all)
    recovery_error = max(recovery_error, np.max(abs(found - lam_A)))
assert recovery_error < 1e-5

# Kohn-Sham potentials: same densities without interactions
lam_S = invert(free_part, dens_A, np.zeros(16), free_all)
lam_S2 = invert(free_part, dens_A, lam_B, free_all)
assert np.max(abs(lam_S - lam_S2)) < 1e-5
h_S = np.diag(lam_S[:2]) - hop * np.array([[0.0, 1.0], [1.0, 0.0]])
D_S = get_delta(lam_S).reshape(2, 2)
bdg = np.block([[h_S, D_S], [D_S.conj().T, -h_S.T]])
e_S, u_S = np.linalg.eigh(bdg)
G_S = (u_S / (1 + np.exp(e_S / kT))) @ u_S.conj().T
n_bdg = np.diag(G_S).real[:2] + 1 - np.diag(G_S).real[2:]
assert np.allclose(n_bdg, dens_A[:2], atol=1e-9)
assert np.allclose(-G_S[:2, 2:].ravel(), get_chi(dens_A), atol=1e-9)
e_N, u_N = np.linalg.eigh(T_nuc + np.diag(lam_S[10:]))
w_N = np.exp(-(e_N - e_N[0]) / kT)
gamma_S = (abs(u_N) ** 2) @ (w_N / w_N.sum())
assert np.allclose(gamma_S, dens_A[10:], atol=1e-9)

# without chi: a phase of Delta is invisible in n and Gamma
phase = np.exp(1j)
dens_phase = means(thermal(K_fixed, pack(v_A, phase * delta_A, W_A))[1])
normal = np.r_[0:2, 10:16]
assert np.max(abs(dens_phase[normal] - dens_A[normal])) < 1e-11
assert np.allclose(get_chi(dens_phase), phase * get_chi(dens_A), atol=1e-11)
chi_change = np.max(abs(get_chi(dens_phase) - get_chi(dens_A)))
assert chi_change > 1e-2

# without Gamma: another W with adjusted v and Delta keeps n and chi
start_C = np.concatenate([np.zeros(10), W_B])
lam_C = invert(K_fixed, dens_A, start_C, np.arange(10))
dens_C = means(thermal(K_fixed, lam_C)[1])
assert np.max(abs(dens_C[:10] - dens_A[:10])) < 1e-11
assert np.max(abs(dens_C[10:] - dens_A[10:])) > 1e-2

# zero temperature: shift of v - mu inside the gap, Delta = 0
gap_v = (-80.0, -70.0)
ground, warm = [], []
for level in gap_v:
    lam = pack([level, level], np.zeros((2, 2)), W_A)
    _, rho, E, p, V = thermal(K_fixed, lam)
    assert E[1] - E[0] > 1.0
    ground.append(means(np.outer(V[:, 0], V[:, 0].conj())))
    warm.append(means(rho))
ground_change = np.max(abs(ground[1] - ground[0]))
assert abs(ground[0][:2].sum() - 2) < 1e-10 and ground_change < 1e-9
warm_N = [m[:2].sum() for m in warm]
assert abs(warm_N[1] - warm_N[0]) > 1e-3

print(f"temperature: {temperature:.0f} K; kT: {kT:.4f} meV")
print("ONE SITE, no interaction")
print(f"input xi: {xi1:.1f} meV; Delta: {delta1:.1f} meV")
print(f"n: {n1:.6f}; chi: {chi1:.6f}")
print(f"R: {R1:.6f}; E from R: {E1:.4f} meV")
print(f"recovered xi: {xi_back:.4f} meV; Delta: {delta_back:.4f} meV")
print(f"T=0 n: {n1_zero:.4f}; chi: {chi1_zero:.4f}")
print(f"T=0, doubled potentials, n: {n1_double:.4f}; chi: {chi1_double:.4f}")
print(f"300 K, doubled potentials, n: {n1_hot:.4f}; chi: {chi1_hot:.4f}")
print("TWO SITES AND ONE NUCLEUS (pair order 11 12 21 22)")
print(f"hopping: {hop:.0f} meV; U: {U:.0f} meV; intersite V: {V12:.0f} meV")
print(f"electron-nucleus coupling: {coupling:.0f} meV/angstrom")
print(f"nuclear mass: {mass_u:.0f} u; grid spacing: {spacing:.1f} angstrom")
print(f"hbar^2/(2 M a^2): {kin:.4f} meV; states: {dim}")
show("grid x (angstrom)", x, 2)
for name, lam, dens in (("A", lam_A, dens_A), ("B", lam_B, dens_B)):
    show(f"{name} v-mu (meV)", lam[:2], 1)
    show(f"{name} Delta (meV)", get_delta(lam), 1)
    show(f"{name} W (meV)", lam[10:], 1)
    show(f"{name} n", dens[:2])
    show(f"{name} chi", get_chi(dens))
    show(f"{name} Gamma per grid point", dens[10:])
print(f"rank of 16 density operators plus unity: {rank}")
print(f"kT S(A|B): {S_AB:.5f} meV; kT S(B|A): {S_BA:.5f} meV")
print(f"sum of both: {S_AB + S_BA:.5f} meV")
show("work terms v, Delta, W (meV)", work, 5)
print(f"sum of work terms: {sum(work):.5f} meV")
print(f"Omega A: {omega_A:.5f} meV; Omega B: {omega_B:.5f} meV")
print(f"F at densities B: {F_B:.5f} meV")
print(f"functional of A at densities B: {functional_B:.5f} meV")
print(f"excess over Omega A: {functional_B - omega_A:.5f} meV")
print(f"weakest curvature of Omega: {curvature.max():.3e} 1/meV")
print(f"largest error of recovered potentials: {recovery_error:.1e} meV")
show("Kohn-Sham v-mu (meV)", lam_S[:2], 3)
show("Kohn-Sham Delta (meV)", get_delta(lam_S), 3)
show("Kohn-Sham W (meV)", lam_S[10:], 3)
print(f"Delta phase turned by 1 rad: largest chi change {chi_change:.4f}")
print("W of set B with n and chi of set A:")
show("adjusted v-mu (meV)", lam_C[:2], 3)
show("adjusted Delta (meV)", get_delta(lam_C), 3)
show("resulting Gamma", dens_C[10:])
print(f"gap test, Delta=0, v-mu: {gap_v[0]:.0f} and {gap_v[1]:.0f} meV")
print(f"T=0 electron numbers: {ground[0][:2].sum():.6f} {ground[1][:2].sum():.6f}")
print(f"300 K electron numbers: {warm_N[0]:.6f} {warm_N[1]:.6f}")
print("all good")
```

Printed output:

```
temperature: 300 K; kT: 25.8520 meV
ONE SITE, no interaction
input xi: 30.0 meV; Delta: 24.0+32.0j meV
n: 0.551559; chi: 0.179376+0.239169j
R: 0.747402; E from R: 50.0000 meV
recovered xi: 30.0000 meV; Delta: 24.0000+32.0000j meV
T=0 n: 0.4000; chi: 0.2400+0.3200j
T=0, doubled potentials, n: 0.4000; chi: 0.2400+0.3200j
300 K, doubled potentials, n: 0.4246; chi: 0.2302+0.3069j
TWO SITES AND ONE NUCLEUS (pair order 11 12 21 22)
hopping: 50 meV; U: 100 meV; intersite V: 30 meV
electron-nucleus coupling: 200 meV/angstrom
nuclear mass: 10 u; grid spacing: 0.1 angstrom
hbar^2/(2 M a^2): 20.9008 meV; states: 96
grid x (angstrom): -0.25 -0.15 -0.05 0.05 0.15 0.25
A v-mu (meV): -60.0 -20.0
A Delta (meV): 20.0+0.0j 8.0+4.0j 2.0-6.0j 10.0+10.0j
A W (meV): 60.0 20.0 0.0 5.0 30.0 80.0
A n: 1.0984 0.5804
A chi: 0.0684+0.0042j 0.0411+0.0070j 0.0258-0.0180j 0.0373+0.0278j
A Gamma per grid point: 0.1038 0.2585 0.3267 0.2129 0.0830 0.0151
B v-mu (meV): -40.0 -30.0
B Delta (meV): 10.0+0.0j 0.0+0.0j 0.0+0.0j 15.0+0.0j
B W (meV): 80.0 40.0 0.0 -20.0 10.0 50.0
B n: 0.7939 0.8262
B chi: 0.0358-0.0000j 0.0062-0.0000j 0.0062-0.0000j 0.0471-0.0000j
B Gamma per grid point: 0.0231 0.0745 0.2336 0.4278 0.1867 0.0544
rank of 16 density operators plus unity: 16
kT S(A|B): 12.90854 meV; kT S(B|A): 11.77525 meV
sum of both: 24.68379 meV
work terms v, Delta, W (meV): 8.54788 2.21686 13.91904
sum of work terms: 24.68379 meV
Omega A: -147.35616 meV; Omega B: -141.70209 meV
F at densities B: -83.89077 meV
functional of A at densities B: -135.58091 meV
excess over Omega A: 11.77525 meV
weakest curvature of Omega: -4.337e-04 1/meV
largest error of recovered potentials: 1.1e-13 meV
Kohn-Sham v-mu (meV): 0.686 38.815
Kohn-Sham Delta (meV): 8.717-0.249j 5.430+2.396j 1.610-3.934j 4.630+5.220j
Kohn-Sham W (meV): 26.581 6.447 0.000 11.886 36.949 80.203
Delta phase turned by 1 rad: largest chi change 0.0658
W of set B with n and chi of set A:
adjusted v-mu (meV): -70.481 -9.502
adjusted Delta (meV): 20.083-0.010j 7.943+3.983j 1.974-5.963j 9.976+10.005j
resulting Gamma: 0.0520 0.1256 0.2875 0.3853 0.1232 0.0263
gap test, Delta=0, v-mu: -80 and -70 meV
T=0 electron numbers: 2.000000 2.000000
300 K electron numbers: 2.000000 1.928581
all good
```
